Multiconfiguration Hartree–Fock Radial Equations and Their Coupling to the Secular Equation

**1. Two electrons, two configurations**

Take two electrons in the field of a nucleus of charge Z, in a ¹S state that mixes the configurations s² and p². The nucleus is a fixed point and the Hamiltonian is nonrelativistic. Atomic units are used in the algebra. Each configuration has one real radial function, P_s or P_p, normalised by ∫P² dr = 1. With γ the angle between the position vectors, the spatial wave function is

Ψ = [c₁ P_s(r₁)P_s(r₂) + c₂ √3 cosγ P_p(r₁)P_p(r₂)] / (4π r₁r₂),  c₁² + c₂² = 1. (1)

The factor √3 cosγ is the rotationally invariant combination (xx + yy + zz)/√3 of two normalised p functions. Averaged over all directions, cos²γ is 1/3, so this factor is normalised, and cosγ averages to zero, so the two configurations are orthogonal.

The repulsion is expanded in Legendre polynomials,

1/r₁₂ = Σ_k g_k(r₁,r₂) P_k(cosγ),  g_k(r,s) = r_<^k / r_>^(k+1), (2)

where r_< and r_> are the smaller and larger of r and s. Under the angular average P_k² gives 1/(2k+1), and different k are orthogonal. Three averages are needed:

- s² with s²: the average of P_k is 1 for k = 0 and zero otherwise.
- p² with p²: 3cos²γ = 1 + 2P₂, so k = 0 gives 1 and k = 2 gives 2/5.
- s² with p²: √3 cosγ = √3 P₁, so k = 1 gives √3/3 = 1/√3.

Define the one-electron operator and the integrals

h = −½ d²/dr² + l(l+1)/(2r²) − Z/r,  I(a,b) = ∫P_a h P_b dr,
V^k_ab(r) = ∫g_k(r,s) P_a(s)P_b(s) ds,
R^k(ab,cd) = ∫P_a P_c V^k_bd dr. (3)

The potential V^k is often written Y^k/r. Two special cases have names: F^k(a,b) = R^k(ab,ab) and G^k(a,b) = R^k(ab,ba). The energy of (1) is

E = 2c₁² I(s,s) + 2c₂² I(p,p) + c₁² F⁰(s,s) + c₂² [F⁰(p,p) + (2/5)F²(p,p)] + (2c₁c₂/√3) R¹(ss,pp). (4)

The one-electron terms do not mix s² and p², because h changes neither electron's l.

Now vary P_s with c₁ and c₂ fixed. P_s occurs twice in I(s,s), four times in F⁰(s,s) and twice in R¹(ss,pp). Adding −ε_s(∫P_s² dr − 1) for the norm and dividing the variation by 2 gives

2c₁² (h + V⁰_ss) P_s + (2c₁c₂/√3) V¹_sp P_p = ε_s P_s. (5)

The number 2c₁² stands where a single configuration would have the occupation 2. It is the mean number of s electrons. The last term comes from the mixing of configurations and is proportional to c₁c₂. Equation (5) therefore needs the mixing coefficients. They in turn follow from a 2×2 matrix whose elements are integrals over P_s and P_p. This is the coupling whose general form is now derived.

**2. The energy as a function of coefficients and orbitals**

Let Ψ = Σ_i c_i Φ_i with real c_i. The Φ_i are orthonormal configuration state functions of the same L, S and parity, each with definite shell occupations q_a^(i). All are built from one common set of radial functions, with

∫P_a P_b dr = δ_ab for l_a = l_b. (6)

Functions of different l need no radial condition, since their angular parts are already orthogonal.

Each Φ_i is a fixed combination of determinants. Matrix elements between determinants of orthonormal orbitals are sums of one- and two-electron integrals. Doing the angular and spin sums leaves pure numbers t and v:

H_ij = Σ_ab t^ij_ab I(a,b) + Σ_abcd,k v^ij,k_ab,cd R^k(ab,cd). (7)

The first sum is restricted to l_a = l_b, because h is rotationally invariant. Inserting (7) into E = Σ_ij c_i c_j H_ij gives

E = Σ_ab w_ab I(a,b) + Σ_abcd,k W^k_ab,cd R^k(ab,cd), (8)

w_ab = Σ_ij c_i c_j t^ij_ab,  W^k_ab,cd = Σ_ij c_i c_j v^ij,k_ab,cd. (9)

The diagonal t^ij_aa is the matrix element of the number operator of shell a. Since each Φ_i has definite occupations, it equals q_a^(i) δ_ij, and so

w_aa = Σ_i c_i² q_a^(i). (10)

These are the generalised occupation numbers. They add up to the number of electrons but need not be integers.

Off-diagonal w_ab can arise when two configurations differ by moving one electron between shells of equal l. For two electrons in s orbitals, write the singlet as Σ_ab C_ab P_a(r₁)P_b(r₂), with C symmetric and ΣC_ab² = 1. Each electron contributes Σ_abc C_ac C_bc I(a,b), so w = 2CC^T. For two orbitals, w₁₂ = 2C₁₂(C₁₁ + C₂₂), which is generally nonzero when the configuration 1s2s is present.

For real functions R^k(ab,cd) is unchanged by exchanging a with c, by exchanging b with d, and by exchanging the pair (a,c) with (b,d). Only the part of W with the same symmetry contributes to (8), so W is taken as averaged over these operations. Likewise w_ab = w_ba.

**3. Two sets of stationarity conditions**

The constraints enter through multipliers:

𝓛 = E − λ(Σ_i c_i² − 1) − Σ_ab ε_ab (∫P_aP_b dr − δ_ab). (11)

The last sum runs over pairs of equal l. The overlap is symmetric in a and b, so an antisymmetric part of ε would drop out, and ε_ab = ε_ba may be imposed.

Differentiating with respect to c_i at fixed orbitals gives 2Σ_j H_ij c_j − 2λc_i = 0. Multiplying by c_i and summing shows that λ = E. Hence

Σ_j H_ij c_j = E c_i. (12)

Next change P_a by δP_a at fixed c. In the one-electron energy P_a can stand on the left or on the right. The radial functions vanish at r = 0 and at infinity, so h can be moved from one side to the other by partial integration, and the two contributions are equal:

δE₁ = 2 Σ_b w_ab ∫δP_a h P_b dr. (13)

In the two-electron energy P_a can stand in any of four positions. The symmetry of W and R^k makes the four contributions equal after relabelling:

δE₂ = 4 Σ_bcd,k ∫δP_a W^k_ab,cd V^k_bd P_c dr. (14)

The constraint term contributes −2Σ_b ε_ab ∫δP_a P_b dr. Since δP_a is arbitrary, its total coefficient must vanish. Division by 2 gives the multiconfiguration Hartree–Fock (MCHF) radial equations:

G_a ≡ Σ_b w_ab h P_b + 2 Σ_bcd,k W^k_ab,cd V^k_bd P_c = Σ_b ε_ab P_b. (15)

Equations (12) and (15) must hold together. The coefficients enter (15) through w and W, and the orbitals enter (12) through H_ij.

It may seem that (15) lacks a term for the response of c to a change of the orbitals. Suppose c always follows the orbitals as a normalised eigenvector. Then

dE = c^T(dH)c + 2 dc^T H c = c^T(dH)c + 2E dc^T c = c^T(dH)c, (16)

because normalisation requires dc^T c = 0. The first-order response drops out at every set of orbitals at which (12) has been solved.

**4. What the multipliers do**

Projecting (15) on P_b gives

ε_ab = ∫P_b G_a dr. (17)

This determines the multipliers, but their symmetry remains a condition to be satisfied. Consider a small rotation among orbitals of equal l, δP_a = Σ_b κ_ab P_b with κ_ab = −κ_ba, which preserves (6) to first order. By (13) and (14) the energy changes by

δE = 2 Σ_ab κ_ab ∫P_b G_a dr = 2 Σ_(a<b) κ_ab (ε_ab − ε_ba). (18)

Thus ε_ab = ε_ba says that E is stationary against mixing P_a with P_b. Solving each radial equation separately, with the other orbitals projected out, does not ensure this.

Setting b = a in (17) and summing over a counts the one-electron energy E₁ once and the two-electron energy E₂ twice:

Σ_a ε_aa = E₁ + 2E₂,  so  E = ½(Σ_a ε_aa + Σ_ab w_ab I(a,b)). (19)

The multipliers do not add up to the total energy, because their sum counts the repulsion twice.

**5. Beryllium: 1s²2s² mixed with 1s²2p²**

Add a closed 1s² core to the valence pair of Section 1, with the 2s and 2p functions in place of P_s and P_p. The generalised occupations are

w_1s = 2,  w_2s = 2c₁²,  w_2p = 2c₂². (20)

There is no off-diagonal w: the two configurations differ by two electrons.

A closed core acts on a valence electron as a rotationally invariant one-electron operator. The direct part is 2F⁰, one F⁰ for each core electron. Exchange occurs only with the core electron of equal spin. For 2s it is −G⁰(1s,2s). For 2p take the normalised function √3 n_z, with n the unit direction vector. Averaging n′_z P_k(n·n′) over n′ gives zero unless k = 1, when it gives n_z/3. Multiplying by 3n_z and averaging over n gives 1/3, so the exchange is −G¹(1s,2p)/3. Combining this with (4),

E = 2I(1s,1s) + F⁰(1s,1s)
 + w_2s [I(2s,2s) + 2F⁰(1s,2s) − G⁰(1s,2s)]
 + w_2p [I(2p,2p) + 2F⁰(1s,2p) − G¹(1s,2p)/3]
 + c₁² F⁰(2s,2s) + c₂² [F⁰(2p,2p) + (2/5)F²(2p,2p)]
 + (2c₁c₂/√3) R¹(2s2s,2p2p). (21)

The coefficient of 2c₁c₂ is the off-diagonal element H₁₂ = R¹(2s2s,2p2p)/√3. H₁₁ and H₂₂ follow by setting (c₁,c₂) to (1,0) and (0,1).

Half the variation with respect to P_1s gives

2[h + V⁰_1s1s + w_2s V⁰_2s2s + w_2p V⁰_2p2p] P_1s − w_2s V⁰_1s2s P_2s − (w_2p/3) V¹_1s2p P_2p = ε_1s1s P_1s + ε_1s2s P_2s. (22)

For P_2s, the term c₁²F⁰(2s,2s) gives 2c₁²V⁰_2s2s P_2s = w_2s V⁰_2s2s P_2s. The mixing term gives (2c₁c₂/√3) V¹_2s2p P_2p. Division by w_2s = 2c₁² yields

[h + 2V⁰_1s1s + V⁰_2s2s] P_2s − V⁰_1s2s P_1s + (c₂/(√3 c₁)) V¹_2s2p P_2p = (ε_2s2s P_2s + ε_1s2s P_1s)/w_2s. (23)

In the same way, division of the 2p equation by w_2p = 2c₂² yields

[h + 2V⁰_1s1s + V⁰_2p2p + (2/5)V²_2p2p] P_2p − (1/3)V¹_1s2p P_1s + (c₁/(√3 c₂)) V¹_2s2p P_2s = (ε_2p2p/w_2p) P_2p. (24)

The mixing enters (23) with the ratio c₂/c₁ and (24) with its inverse. The less occupied orbital feels the stronger coupling term.

**6. The weakly occupied orbital**

The sign of that term follows from the secular equation. The kernel g_k(r,s) equals (2k+1)/(rs) times the Green's function of the positive operator −d²/dr² + k(k+1)/r². Therefore R¹(2s2s,2p2p), which is the interaction of the product P_2sP_2p with itself, is positive. With H₁₂ > 0 the lowest root makes 2c₁c₂H₁₂ negative, so c₁ and c₂ have opposite signs.

In (24) the last term on the left can be read as an operator acting on P_2p:

f → (c₁/(√3 c₂)) P_2s(r) ∫g₁(r,s) P_2s(s) f(s) ds. (25)

Its expectation value is a positive integral times a negative ratio. It is attractive, and it acts only where P_2s is appreciable. It draws 2p into the region of 2s.

The weak-mixing limit shows the same thing in the energy. For |H₁₂| much smaller than H₂₂ − H₁₁, the lowest root and its vector are, to leading order,

E ≈ H₁₁ − H₁₂²/(H₂₂ − H₁₁),  c₂/c₁ ≈ −H₁₂/(H₂₂ − H₁₁). (26)

For given 1s and 2s, the best 2p makes H₁₂²/(H₂₂ − H₁₁) as large as possible. It trades a low energy of 1s²2p² against a large H₁₂, and so it is not the orbital that minimises H₂₂.

At c₂ = 0 the undivided 2p equation reads 0 = 0, and 2p is undetermined. The divided form (24) then does not exist. The orbital equations can therefore improve 2p only once c₂ is nonzero. An iteration needs a trial 2p from elsewhere; since H₁₂ > 0 for any such function, one solution of (12) then supplies a nonzero c₂. In the general case the same difficulty appears when the matrix w is singular: some combination of orbitals is then unoccupied.

**7. Numbers for the coupled solution**

The radial functions were expanded in 22 Laguerre functions for each l, and the energy was minimised over orbitals and coefficients together. At the solution

H₁₁ = −396.5334 eV,  H₂₂ = −386.5250 eV,  H₁₂ = 3.6863 eV. (27)

The mean of the diagonal elements is −391.5292 eV, and half their difference is 5.0042 eV. The lower root of (12) is

E = −391.5292 − √(5.0042² + 3.6863²) = −391.5292 − 6.2154 = −397.7446 eV, (28)

or −14.616845 hartree. The first row of (12) gives

c₂/c₁ = (E − H₁₁)/H₁₂ = −1.2112/3.6863 = −0.3286. (29)

Normalisation then gives c₁ = 0.9500 and c₂ = −0.3122, and (20) gives w_2s = 1.805 and w_2p = 0.195.

The Hartree–Fock energy of 1s²2s² is −396.5522 eV, so mixing lowers the energy by 1.1925 eV. H₁₁ itself has risen by 0.0187 eV above the Hartree–Fock value, since 1s and 2s are no longer optimal for the first configuration alone. The mixing gains 1.2112 eV, and the difference of the two is the net lowering.

For comparison, take 1s and 2s from Hartree–Fock for 1s²2s² and 2p from Hartree–Fock for the ¹S state of 1s²2p², then solve the 2×2 problem once. The Hartree–Fock 1s and 2s are fixed only up to a rotation between them, which changes H₂₂ and H₁₂ (Section 8); the pair used here is the one that makes ε diagonal. The gap H₂₂ − H₁₁ is now 8.6396 eV and H₁₂ is 2.9930 eV. The lowering is

√(4.3198² + 2.9930²) − 4.3198 = 0.9355 eV. (30)

The coupled solution has a larger gap, 10.0084 eV, but also a larger H₁₂, and the second effect wins. This agrees in direction with the trade described after (26), although that argument held 1s and 2s fixed and assumed weak mixing, whereas here all three orbitals change and H₁₂ is more than a third of the gap.

The mean radii in the coupled solution are 1.366 Å for 2s and 1.322 Å for 2p. Removing the coupling term from the operator in (24), with all potentials frozen, gives a lowest eigenfunction with mean radius 2.314 Å. The eigenvalue moves from −13.40 eV to −3.30 eV. The contraction at fixed potentials is thus due to (25). The self-consistent 2p of 1s²2p² alone has a mean radius of 1.735 Å. It differs from the frozen result mainly because its own potential has been made self-consistent; the reoptimisation of the core changes the radius little.

The eigenvalue ε_2p2p/w_2p = −13.40 eV lies below ε_2s2s/w_2s = −9.52 eV, although 2p is the weakly occupied orbital. The reason follows from the equations. Projecting (24) on P_2p gives ε_2p2p/w_2p = f_p + F⁰(2p,2p) + (2/5)F²(2p,2p) + (c₁/c₂)H₁₂, where f_p = I(2p,2p) + 2F⁰(1s,2p) − G¹(1s,2p)/3. With E_core = 2I(1s,1s) + F⁰(1s,1s), (21) gives H₂₂ = E_core + 2f_p + F⁰(2p,2p) + (2/5)F²(2p,2p), and the second row of (12) reads H₂₂ + (c₁/c₂)H₁₂ = E. Hence ε_2p2p/w_2p = E − (E_core + f_p), and E_core + f_p is the energy of the ion 1s²2p built from the same orbitals. The same steps with (23) and the first row of (12) give ε_2s2s/w_2s = E − E(1s²2s). In this model each of these two diagonal multipliers, divided by its occupation, is thus minus a removal energy at frozen orbitals. The 2p value lies lower because, in these orbitals, the ion 1s²2p lies 3.89 eV above the ion 1s²2s.

**8. Rotations of 1s and 2s**

A determinant with 1s and 2s both doubly occupied does not change when these two orbitals are rotated into each other, because the determinant of a rotation is 1 for each spin. In closed-shell Hartree–Fock this freedom can be used to make ε diagonal. In the present state 1s²2s² is still invariant, but 1s²2p² is not: it contains 1s and no 2s. The rotation now changes the energy, and (18) becomes a real condition.

Numerically, a rotation by 0.1 rad leaves the Hartree–Fock energy unchanged to rounding. It raises the MCHF energy at fixed c by at least 0.24 eV for either sense of rotation. The off-diagonal multiplier has magnitude 3.03 eV. It cannot be rotated away. Once 1s and 2s are rotated at fixed c, the two projections ∫P_2s G_1s dr and ∫P_1s G_2s dr are no longer equal, so by (18) the energy is no longer stationary. They vanish at different angles, about 0.0127 and 0.0141 rad, and where one is zero the other still exceeds 0.3 eV in magnitude. In (22) and (23) the same ε_1s2s appears, but after division by the different occupations 2 and w_2s the two off-diagonal terms are no longer equal.

**9. Solving the two problems in turn**

The coupling suggests an alternation. Fix c and minimise E over the orbitals, which solves (15). Then fix the orbitals, take the lowest root of (12), and repeat. The orbital step cannot raise E at fixed c. The secular step cannot raise it either, because the lowest eigenvalue is no greater than the expectation value for any normalised c. The sequence of energies therefore cannot rise, although it could end at a local minimum. For a higher root the stationarity conditions keep their form, but this argument fails.

Starting from the separately optimised orbitals, the energy above the coupled solution and the coefficient are:

- start: 0.2569 eV, c₂ = −0.2983
- after one cycle: 0.0002 eV, c₂ = −0.3111
- after two cycles: 0.000001 eV, c₂ = −0.3121

In this atom almost all of the remaining gain comes in the first cycle. The energy settles before the coefficient does, as expected near a stationary point, where errors in c and in the orbitals enter the energy to second order.

A further condition follows from scaling. Replace every P_a(r) by η^(1/2)P_a(ηr). Orthonormality is preserved, the kinetic energy T becomes η²T, and the potential energy V becomes ηV. Stationarity at η = 1 requires 2T + V = 0. The computed V/T is −2.000000.

The numerical check tests the radial equations against finite differences of the energy, including a case with off-diagonal w_ab. It also compares the result with a determinant-based complete-active-space calculation in a Gaussian basis, with two electrons in 2s and 2p. The two energies agree within 0.0001 eV. That agreement checks the solution of this model. The model itself leaves out correlation involving the core, all valence correlation beyond the mixing of 2s² with 2p², relativity and nuclear motion.

Values computed for the example and the checks

```
Nuclear charge Z: 4; Laguerre functions per l: 22
Hartree-Fock energy: -396.5522 eV
CI energy, separately optimised orbitals: -397.4877 eV
MCHF energy: -397.7446 eV = -14.616845 hartree
Lowering HF -> separate-orbital CI: 0.9355 eV
Lowering HF -> MCHF: 1.1925 eV
CASSCF energy, Gaussian basis: -397.7446 eV
CASSCF minus MCHF: 0.000057 eV
H11 at MCHF orbitals: -396.5334 eV
H22 at MCHF orbitals: -386.5250 eV
H12 at MCHF orbitals: 3.6863 eV
H11 minus HF energy: 0.0187 eV
H12 with separate orbitals: 2.9930 eV
H22-H11 with separate orbitals: 8.6396 eV
Mixing coefficients c1, c2: 0.95003, -0.31215
Ratios c1/c2, c2/c1: -3.0436, -0.3286
Occupations 1s, 2s, 2p: 2.0000, 1.8051, 0.1949
CASSCF occupations 2s, 2p total: 1.8051, 0.1949
eps/w for 1s: -128.210 eV
eps/w for 2s: -9.518 eV
eps/w for 2p: -13.404 eV
Off-diagonal eps(1s,2s), magnitude: 3.0253 eV
Asymmetry of eps(1s,2s): 2.5e-08 eV
Largest radial-equation residual norm: 1.8e-07 a.u.
Virial ratio V/T: -2.000000
Mean radius 1s, MCHF: 0.2185 angstrom
Mean radius 2s, MCHF: 1.3664 angstrom
Mean radius 2p, MCHF: 1.3221 angstrom
Mean radius 2p, coupling term removed, rest frozen: 2.3144 angstrom
Mean radius 2p, HF for 1s2 2p2 alone: 1.7354 angstrom
2p operator eigenvalue, coupling term removed: -3.295 eV
Energy change, 1s-2s rotation by 0.1 rad, HF: 1.5e-13 eV
Smaller energy rise, rotation by +-0.1 rad, MCHF: 0.2423 eV
Alternation cycles used: 4
Cycle 0: E - E_MCHF = 0.256935 eV, c2 = -0.29834
Cycle 1: E - E_MCHF = 0.000176 eV, c2 = -0.31114
Cycle 2: E - E_MCHF = 0.000001 eV, c2 = -0.31208
Cycle 3: E - E_MCHF = 0.000000 eV, c2 = -0.31214
Cycle 4: E - E_MCHF = 0.000000 eV, c2 = -0.31214
```
